# Ground-State Shift of a Thinned Silicon Quantum Well

## Problem

A thin silicon film with (100) faces is modelled as an infinite well. An electron moves freely along the film normal $z$ between impenetrable walls a distance $L$ apart. Its effective mass for this motion is $m=0.92\,m_0$, where $m_0$ is the free-electron mass.

(a) Derive the ground-state energy and calculate its change when the thickness falls from $L_a=3.0$ nm to $L_b=2.7$ nm.

(b) Compare the result with the estimate from the derivative $dE_1/dL$. How does the shift change if the film grows by 0.3 nm instead, or if the starting thickness is 6.0 nm?

(c) At 300 K and low electron density, by what factor does the density in the film change if the Fermi level stays fixed relative to the silicon band edge?

(d) The film lies between thick silicon dioxide layers. Estimate how the shift responds to a finite barrier, image charges, a transverse field, a nonparabolic band and the occupation of higher subbands.

For (d), use these rough typical values: barrier 3.1 eV, oxide mass $0.5\,m_0$, relative permittivities 11.7 for silicon and 3.9 for oxide, field 0.5 MV/cm, nonparabolicity 0.5 per eV, and sheet density $5\times10^{12}$ cm$^{-2}$.

## Solution

### (a) The level and its shift

Near a conduction-band minimum of silicon, the energy depends quadratically on the wave vector measured from that minimum. For the two valleys whose long axis lies along $z$,

$$E=\frac{\hbar^2k_z^2}{2m}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t},\qquad m_t=0.19\,m_0 .$$

The two terms separate. The walls act on the motion along $z$, while the in-plane energy does not depend on $L$. The ground-state energy is therefore the bottom of the lowest subband, where $k_x=k_y=0$.

Put the walls at $z=0$ and $z=L$, and measure energy from the flat band edge inside. The envelope function $\psi$ obeys

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

First exclude $E\le0$. For $E=0$ the solution is $\psi=a+bz$; the condition at $z=0$ gives $a=0$, and the condition at $z=L$ gives $b=0$. For $E<0$, the solution that vanishes at $z=0$ is $A\sinh qz$ with $q>0$. Since $\sinh qL\neq0$, the second wall forces $A=0$. Neither case describes an electron.

For $E>0$, define $k=\sqrt{2mE}/\hbar$. Then

$$\psi=A\sin kz+B\cos kz .$$

The condition $\psi(0)=0$ gives $B=0$. The condition $\psi(L)=0$ gives $A\sin kL=0$. Since $A$ must not vanish,

$$kL=n\pi,\qquad n=1,2,3,\ldots$$

The value $n=0$ would make $\psi$ zero everywhere, and a negative $n$ changes only the sign of $\psi$. Substituting $k=n\pi/L$ into $E=\hbar^2k^2/2m$ gives

$$E_n(L)=\frac{n^2\pi^2\hbar^2}{2mL^2},\qquad E_1(L)=\frac{\pi^2\hbar^2}{2mL^2}.$$

The ground state fits half a wavelength into the film. Thinning the film shortens this wavelength, and the kinetic energy rises.

The common prefactor is

$$\frac{\pi^2\hbar^2}{2m}
=\frac{\pi^2(1.054572\times10^{-34}\ \mathrm{J\,s})^2}
{2(0.92)(9.109384\times10^{-31}\ \mathrm{kg})}
=6.549\times10^{-38}\ \mathrm{J\,m^2}.$$

Dividing by $L^2$ gives

$$E_1(L_a)=\frac{6.549\times10^{-38}}{(3.0\times10^{-9})^2}\ \mathrm J
=7.276\times10^{-21}\ \mathrm J=45.41\ \mathrm{meV},$$

$$E_1(L_b)=\frac{6.549\times10^{-38}}{(2.7\times10^{-9})^2}\ \mathrm J
=8.983\times10^{-21}\ \mathrm J=56.07\ \mathrm{meV}.$$

The conversion uses $1\ \mathrm{meV}=1.602177\times10^{-22}$ J. The shift is the final level minus the initial one:

$$\boxed{\Delta E=E_1(L_b)-E_1(L_a)=1.707\times10^{-21}\ \mathrm J\approx10.7\ \mathrm{meV}}$$

The level moves upward. Solving the differential equation on a grid, without assuming a sine function, also gives 10.653 meV before rounding.

A useful form follows by taking out the first level:

$$\Delta E=E_1(L_a)\left[\left(\frac{L_a}{L_b}\right)^2-1\right]
=45.41\ \mathrm{meV}\times0.2346 .$$

A ten per cent reduction in thickness raises this level by 23.5 per cent, whatever the mass. The mass sets the size of the shift in meV.

### (b) Finite changes and the thickness scale

Differentiation gives

$$\frac{dE_1}{dL}=-\frac{\pi^2\hbar^2}{mL^3}=-\frac{2E_1}{L}.$$

For a reduction $d=L_a-L_b=0.3$ nm, the linear estimate is

$$\Delta E_{\rm lin}=\frac{2E_1(L_a)d}{L_a}
=2(45.41\ \mathrm{meV})(0.1)=9.08\ \mathrm{meV}.$$

This is about 15 per cent below the full shift. To see why, write $x=d/L_a$ and expand:

$$\frac{\Delta E}{E_1(L_a)}=(1-x)^{-2}-1=2x+3x^2+4x^3+\cdots .$$

All the terms are positive for a thinner film. At $x=0.1$, the first omitted term contributes 0.03 to a total of 0.2346. The level climbs more steeply as the film becomes thinner, and a tangent drawn at 3.0 nm misses that increase.

If the film grows to 3.3 nm instead, then

$$E_1(3.3\ \mathrm{nm})-E_1(3.0\ \mathrm{nm})
=45.41\left[\left(\frac{3.0}{3.3}\right)^2-1\right]\mathrm{meV}
=-7.9\ \mathrm{meV}.$$

Equal thickness changes in the two directions do not produce equal energy changes. In this model, a film with equal areas of 2.7 and 3.3 nm would have a mean local level above that of a uniform 3.0 nm film.

For a film that starts at 6.0 nm, the first level is one quarter of 45.41 meV, or 11.35 meV. Removing the same 0.3 nm gives

$$\Delta E=11.35\left[\left(\frac{6.0}{5.7}\right)^2-1\right]\mathrm{meV}
=1.2\ \mathrm{meV}.$$

For small $d$ at fixed mass, the derivative shows that the shift varies as $d/L^3$. Doubling the thickness would then reduce it by a factor of eight. The factor here is somewhat larger, about 8.7, because 0.3 nm is not a very small part of 3.0 nm. Because of this steep law, the same absolute thickness error matters much more in a thinner channel.

### (c) What the shift does to the electron density

Consider one subband with in-plane mass $m_t$. In a film of area $A$, the number of states per valley inside a circle of radius $k$, including two spins, is

$$N=2A\,\frac{\pi k^2}{(2\pi)^2}=\frac{Ak^2}{2\pi}.$$

With in-plane energy $\varepsilon=\hbar^2k^2/2m_t$, we have $k^2=2m_t\varepsilon/\hbar^2$. Hence $N/A=m_t\varepsilon/(\pi\hbar^2)$, and the density of states per area is the constant $m_t/(\pi\hbar^2)$. For two valleys it is

$$D=\frac{2m_t}{\pi\hbar^2}.$$

At low density, the Fermi function is close to a Boltzmann factor. The sheet density in the lowest subband is then

$$n_s=D\int_{E_1}^{\infty}e^{-(E-E_F)/k_BT}\,dE
=Dk_BT\,e^{(E_F-E_1)/k_BT}.$$

Keep $E_F$ fixed relative to the silicon band edge and change only $E_1$. The prefactor cancels:

$$\frac{n_s(L_b)}{n_s(L_a)}=e^{-\Delta E/k_BT}
=e^{-10.65/25.85}=0.66 .$$

The density falls by about 34 per cent. Including the higher subbands gives 0.657 instead of 0.662. The higher levels rise by more than the lowest one, so their small populations fall by a larger factor.

In a transistor below threshold, the density lost from the lowest subband can be restored by raising $E_F$ relative to the band edge by 10.7 meV. Restoring the total density, higher subbands included, takes about 10.9 meV. This corresponds to a gate-voltage change of about 11 mV if the gate moves the channel potential one for one and the rest of the electrostatics is unchanged. With weaker gate control, the required voltage change is larger.

### (d) Effects outside the infinite-well model

Each effect below is added alone to the original model. The corrections affect one another, so their sum is not a complete prediction for a device.

**Finite barrier.** Now place the origin at the centre of the film. The even ground state is $\cos kz$ in silicon and $Be^{-\kappa(z-L/2)}$ in the oxide on the right, with

$$\kappa=\frac{\sqrt{2m_{\rm ox}(V_0-E)}}{\hbar}.$$

When mass depends on position, the kinetic operator is taken as $-(\hbar^2/2)\,(d/dz)(1/m)(d/dz)$. Integrating the wave equation across an interface shows that $\psi'/m$ is continuous, as is $\psi$. At $z=L/2$,

$$\cos\frac{kL}{2}=B,\qquad
\frac{k}{m}\sin\frac{kL}{2}=\frac{\kappa}{m_{\rm ox}}B .$$

Division gives

$$\frac{k}{m}\tan\frac{kL}{2}=\frac{\kappa}{m_{\rm ox}} .$$

Its lowest roots are 40.64 meV at 3.0 nm and 49.58 meV at 2.7 nm. The shift becomes 8.9 meV, about 16 per cent less than in the infinite well. The figure depends on the assumed matching rule: with $\psi'$ itself continuous it would be 7.8 meV.

The reason can be read from the equation. For a high barrier, $kL/2$ lies just below $\pi/2$, and to leading order

$$\frac{kL}{2}\approx\frac{\pi}{2}-k\delta,\qquad
\delta=\frac{m_{\rm ox}}{m\kappa},
\qquad\text{so}\qquad k\approx\frac{\pi}{L+2\delta}.$$

The well behaves as if it were wider by $2\delta$. Here $V_0-E\approx3.06$ eV gives $\kappa\approx6.3$ nm$^{-1}$ and $\delta\approx0.086$ nm. The effective initial width is about 3.17 nm, which reproduces the level near 40.6 meV.

**Image charges.** Silicon has a larger permittivity than its oxide. For a charge near one flat interface, represent the potential in silicon by the charge and a mirror charge of relative strength $\gamma$. Represent the potential in the oxide by a charge of relative strength $t$ at the original position, using the same prefactor $1/(4\pi\epsilon_0\epsilon_{\rm in})$. Continuity of potential requires $1+\gamma=t$. The normal fields of the charge and its mirror image have opposite signs at the interface, so continuity of normal displacement requires $\epsilon_{\rm in}(1-\gamma)=\epsilon_{\rm out}t$. Eliminating $t$ gives

$$\gamma=\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}
{\epsilon_{\rm in}+\epsilon_{\rm out}}
=\frac{11.7-3.9}{11.7+3.9}=0.50 .$$

Two interfaces reflect the images repeatedly. They lie at $z_j=jL+(-1)^jz$, with relative strengths $\gamma^{|j|}$. The energy of the electron in its own induced potential is

$$U(z)=\frac{e^2}{8\pi\epsilon_0\epsilon_{\rm in}}
\sum_{j\ne0}\frac{\gamma^{|j|}}{|z-z_j|}.$$

The extra factor $1/2$ is present because the induced potential grows in proportion to the charge as that charge is built up. Since $\gamma>0$, the energy is positive.

Solving the wave equation with $U(z)$ raises the level by 32.80 meV at 3.0 nm and by 36.46 meV at 2.7 nm. The difference adds 3.7 meV to the shift, which becomes 14.3 meV. In first order this contribution varies as $1/L$, since all distances in $U$ scale with $L$. It therefore changes less steeply than the kinetic energy, although its absolute size is comparable.

This estimate assumes thick oxide on both sides and leaves out screening by other channel electrons. A nearby metal gate changes the images: with metal behind 1 nm of oxide on both sides, the addition to the shift falls from 3.7 to about 1.4 meV. If the outer dielectric has a larger permittivity than silicon, $\gamma$ is negative and the nearest images attract.

**Transverse field.** A field of 0.5 MV/cm equals 0.05 V/nm. With the origin at midplane, it adds $eFz$ to the potential energy. The first-order change is zero because the original density is symmetric. In second order,

$$E^{(2)}=-\sum_{n>1}\frac{|\langle n|eFz|1\rangle|^2}{E_n-E_1}
\propto-\frac{me^2F^2L^4}{\hbar^2},$$

since the matrix elements of $z$ scale as $L$ and the level spacings as $\hbar^2/(mL^2)$. A full numerical solution gives lowerings of 5.26 meV at 3.0 nm and 3.48 meV at 2.7 nm. The output lists them with a minus sign, as changes of the level. The thinner film loses less energy to the field, so the shift measured from the midplane band edge is

$$10.65+(5.26-3.48)=12.4\ \mathrm{meV}.$$

The reference energy matters. The band edge at the attracting wall, $z=-L/2$, lies $eFL/2$ below the midplane edge. A level measured from that wall therefore contains an additional $+eFL/2$. At fixed field, thinning changes this term by

$$\frac{eF(L_b-L_a)}{2}
=\frac{(0.05\ \mathrm{eV/nm})(-0.3\ \mathrm{nm})}{2}
=-7.5\ \mathrm{meV}.$$

The shift measured from the attracting wall is then 4.9 meV. Both values describe the same pair of quantum states. A threshold-voltage calculation must find the electrostatic potential as well, and so determine how these reference energies move relative to the source.

**Nonparabolic band.** A simple estimate of size replaces the parabolic energy $E_1$ by the root of $E(1+\alpha E)=E_1$. The positive root is

$$E=\frac{\sqrt{1+4\alpha E_1}-1}{2\alpha}.$$

With $\alpha=0.5$ per eV, the shift falls to 10.2 meV. The reduction is larger for the higher initial energy, roughly $\alpha E_1^2$, and this brings the two levels closer together. The value 0.5 per eV is an average over directions, and along the valley axis the silicon band is much closer to parabolic. In an empirical-pseudopotential band the effective $\alpha$ along this axis is about 0.01 per eV and the shift changes by about 0.1 per cent. The reduction to 10.2 meV therefore shows what the given $\alpha$ would do and overstates the effect for these valleys.

**Other subbands and finite density.** The remaining four valleys have mass $0.19\,m_0$ along the film normal. Their lowest level at 3.0 nm is at 219.9 meV, about 175 meV above the ground level. The second level of the mass-0.92 valleys is at 181.7 meV. Both gaps are several times $k_BT=25.85$ meV. These are hard-wall values, and the oxide barrier lowers the light-mass level strongly: with $m=0.19\,m_0$ the matching equation gives $\delta\approx0.42$ nm and a level of 136 meV, only about 96 meV above the ground level.

At $5\times10^{12}$ cm$^{-2}$, the Boltzmann approximation is no longer adequate. Integrating the constant density of states with the Fermi function gives, for the lowest subband,

$$n_s=Dk_BT\ln\left[1+e^{(E_F-E_1)/k_BT}\right].$$

If this subband held all the electrons, fixed $n_s$ would require fixed $E_F-E_1$, and the Fermi level would rise by exactly $\Delta E$. With all relevant hard-wall subbands included, 98.1 per cent of the electrons are in the lowest one at 3.0 nm, and the Fermi level rises by 11.3 meV. (With finite-barrier levels for all valleys the share is about 83 per cent and the rise is 12.1 meV, against a level shift of 8.9 meV.) The excess over 10.7 meV arises because thinning raises the other subbands further. They hold fewer electrons, so the lowest subband must hold slightly more at the same total density. These figures keep the band edge flat, although the electrons themselves change the field across the film by $en_s/(\epsilon_0\epsilon_{\rm in})\approx0.77$ MV/cm. With their potential included self-consistently between hard walls, the Fermi level measured from the band edge at the wall rises by about 8 meV for symmetric gates and about 5 meV for a single gate.

### The model beside a real film

The mass is appropriate to the lowest valleys of a (100) silicon film. A thickness of 3 nm is at the thin end for a silicon transistor channel; sheet channels are more typically around 5 nm or somewhat thicker. The spacing of (100) atomic planes is a quarter of the lattice constant of about 0.54 nm, or about 0.14 nm. The stated thickness change is thus about 2.2 planes, whereas an ideal crystalline film changes by whole planes. Removing two planes from 3.0 nm would give about 9.5 meV in the infinite-well model.

Real films break the assumptions of hard walls, a flat potential and a uniform dielectric. For the rough values used here, the finite barrier lowers the shift by 1.7 meV and the image charges raise it by 3.7 meV. The field changes it by $+1.8$ or $-5.7$ meV, depending on the reference energy. Strain, surface roughness and coupling between the two lowest valleys have not been sized. The value 10.7 meV is therefore the answer for the stated well and a measure of scale for a real film; since the corrections amount to several meV, only its order of magnitude carries over to a device, and only while the band in the film is nearly flat. A strong field holds the electron at one wall and the level stops sensing the other: measured from the attracting wall, the shift is about 2 meV at 1 MV/cm and below 1 meV at 1.5 MV/cm, and for the 6.0 nm film it is negligible already at 0.5 MV/cm, so the $d/L^3$ law no longer applies there. The numerical output below lists the values used.

## Numbers as computed

```
reduced Planck constant: 1.054572e-34 J s
free-electron mass: 9.109384e-31 kg
elementary charge: 1.602177e-19 C
mass along film normal: 0.92 m0
initial thickness: 3.0 nm
final thickness: 2.7 nm
ground level at initial thickness: 7.2762e-21 J
ground level at final thickness: 8.9829e-21 J
ground-state shift: 1.7068e-21 J
ground level at initial thickness: 45.414 meV
ground level at final thickness: 56.067 meV
ground-state shift: 10.653 meV
shift from grid solution: 10.653 meV
fractional rise of level: 0.2346
linear estimate of shift: 9.083 meV
temperature: 300 K
thermal energy kT: 25.85 meV
density factor exp(-shift/kT): 0.662
density factor, all subbands, low density: 0.657
oxide barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
finite-barrier level, initial: 40.64 meV
finite-barrier level, final: 49.58 meV
shift with finite barrier: 8.93 meV
relative permittivity, silicon (rough): 11.7
relative permittivity, oxide (rough): 3.9
image ratio gamma: 0.500
image energy, initial thickness: 32.80 meV
image energy, final thickness: 36.46 meV
shift with image energy: 14.31 meV
transverse field (rough): 0.5 MV/cm
field lowering, initial thickness: -5.26 meV
field lowering, final thickness: -3.48 meV
shift with field, from midplane edge: 12.43 meV
shift with field, from attracting wall: 4.93 meV
nonparabolicity (rough): 0.5 1/eV
shift with nonparabolic band: 10.15 meV
mass along normal, other four valleys: 0.19 m0
their lowest level, initial: 219.9 meV
second level of mass-0.92 valleys: 181.7 meV
sheet density (rough): 5.0e+12 cm^-2
share in lowest subband, initial: 98.1 percent
Fermi-level shift at fixed density: 11.30 meV
lattice constant (rough): 0.543 nm
spacing of (100) atomic planes: 0.136 nm
thickness change in atomic planes: 2.2
```
